# Core-polarisation correction to the dipole operator and alkali resonance strengths: test program

```python
"""Core-polarisation correction of the alkali resonance transition.

Result under test: a valence electron at r outside a core of polarisability
alpha couples to a uniform field through r*(1 - alpha/r^3), and this lowers
the ns-np strength by a fraction that grows from Li to Cs.
Atomic units; electron charge -1; field along z; core at the origin.
U(r)*cos(theta): repulsion energy of the valence electron with the core
density change per unit field. Outside the core U = -alpha/r^2.
chi = -U*r^2/alpha: damping of the point-dipole form inside the core.
D: radial dipole integral; strength is proportional to D^2.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import cumulative_trapezoid
from pyscf import gto, scf

FIELD = 0.002
CHARGE = 0.05
CORE_LIMIT = -0.4     # orbital energies below this belong to the core

log_r = np.linspace(np.log(1e-5), np.log(200.0), 3000)
r = np.exp(log_r)
weight = r * (log_r[1] - log_r[0])
weight[[0, -1]] *= 0.5

# numbers of s, p and d Gaussians for each atom
BASIS_SIZE = {"Li": (15, 10, 0), "Na": (17, 12, 6), "K": (20, 13, 6),
              "Rb": (12, 11, 6), "Cs": (12, 11, 6)}


def make_ion(symbol):
    n_s, n_p, n_d = BASIS_SIZE[symbol]
    shells = [[0, [0.005 * 2.4**k, 1.0]] for k in range(n_s)]
    shells += [[1, [0.005 * 2.4**k, 1.0]] for k in range(n_p)]
    shells += [[2, [0.06 * 2.4**k, 1.0]] for k in range(n_d)]
    ecp = {symbol: "def2-svp"} if symbol in ("Rb", "Cs") else {}
    return gto.M(atom=symbol + " 0 0 0", charge=1, spin=0,
                 basis={symbol: shells}, ecp=ecp, verbose=0)


def run_scf(mol, eri, h, guess=None):
    mf = scf.RHF(mol)
    mf._eri = eri
    mf.get_hcore = lambda *args: h
    mf.conv_tol = 1e-9
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 100
    energy = mf.kernel(dm0=guess)
    assert mf.converged
    return energy, np.array(mf.make_rdm1()), mf


def valence_state(fock, overlap, index, radial_ao, v_pol):
    """Lowest orbital orthogonal to the core, without and with v_pol."""
    block = np.ix_(index, index)
    eps, c = eigh(fock[block], overlap[block])
    n_core = int(np.sum(eps < CORE_LIMIT))
    c_virtual = c[:, n_core:]
    v = radial_ao.T @ (radial_ao * (weight * r**2 * v_pol)[:, None])
    h = np.diag(eps[n_core:]) + c_virtual.T @ v @ c_virtual
    e, y = eigh(h)
    bare = (eps[n_core], c_virtual[:, 0])
    polarised = (e[0], c_virtual @ y[:, 0])
    return n_core, eps[:n_core], bare, polarised


def drop(corrected, uncorrected):
    return 100.0 * (1.0 - (corrected / uncorrected)**2)


def analyse(symbol):
    mol = make_ion(symbol)
    if symbol in ("Rb", "Cs"):
        assert mol.nelectron == 8
    eri = mol.intor("int2e", aosym="s8")
    h = scf.hf.get_hcore(mol)
    overlap = mol.intor("int1e_ovlp")
    z = mol.intor("int1e_r")[2]
    labels = mol.ao_labels(fmt=None)
    s = [i for i, a in enumerate(labels) if a[2][-1] == "s"]
    p = [i for i, a in enumerate(labels)
         if a[2][-1] == "p" and a[3] == "z"]
    parity = np.array([-1.0 if a[2][-1] == "p" else 1.0 for a in labels])

    e0, dm0, mf = run_scf(mol, eri, h)
    _, dm_field, _ = run_scf(mol, eri, h + FIELD * z, dm0)
    # reversing the field is the same as inverting the density in space
    dm_reversed = parity[:, None] * dm_field * parity
    d_dm = (dm_field - dm_reversed) / (2 * FIELD)
    alpha = -np.sum(d_dm * z)

    axis = np.column_stack((0 * r, 0 * r, r))
    ao = mol.eval_gto("GTOval_sph", axis)
    f = np.sum((ao @ d_dm) * ao, axis=1)
    inner = cumulative_trapezoid(f * r**4, log_r, initial=0)
    outer = cumulative_trapezoid(f * r, log_r, initial=0)
    u = 4 * np.pi / 3 * (inner / r**2 + r * (outer[-1] - outer))
    chi = -u * r**2 / alpha
    assert abs(np.interp(15.0, r, chi) - 1) < 2e-3

    j0, k0 = mf.get_jk(mol, dm0)
    fock = h + j0 - 0.5 * k0
    j1, k1 = mf.get_jk(mol, d_dm)
    v_pol = -u**2 / (2 * alpha)
    ao_s = np.sqrt(4 * np.pi) * ao[:, s]
    ao_p = np.sqrt(4 * np.pi / 3) * ao[:, p]
    ns, core_s, bare_s, pol_s = valence_state(fock, overlap, s, ao_s, v_pol)
    n_p, core_p, bare_p, pol_p = valence_state(fock, overlap, p, ao_p, v_pol)
    assert 2 * (ns + 3 * n_p) == mol.nelectron

    def elements(c_s, c_p):
        product = (ao_s @ c_s) * (ao_p @ c_p) * r**2
        if np.sum(weight * product * r) < 0:
            product, c_s = -product, -c_s
        d0 = np.sum(weight * product * r)
        correction = np.sum(weight * product * u)
        block = np.ix_(s, p)
        direct = np.sqrt(3) * c_s @ j1[block] @ c_p
        exchange = -0.5 * np.sqrt(3) * c_s @ k1[block] @ c_p
        # radial integration against analytic two-electron integrals
        assert abs(correction - direct) < 2e-3 * abs(direct) + 1e-6
        assert abs(np.sqrt(3) * c_s @ z[block] @ c_p - d0) < 1e-4 * d0
        point = -alpha * np.sum(weight * product / r**2)
        return d0, correction, exchange, point, product

    d0, corr, exch, point, product = elements(pol_s[1], pol_p[1])
    d0_hf, corr_hf = elements(bare_s[1], bare_p[1])[:2]
    r90 = r[np.where(chi < 0.9)[0][-1]]
    outside = r > r90
    gap = pol_p[0] - pol_s[0]
    return dict(
        mol=mol, eri=eri, h=h, z=z, e0=e0, dm0=dm0, u=u, alpha=alpha,
        r90=r90, core=max(np.concatenate((core_s, core_p))),
        hf_s=bare_s[0], hf_p=bare_p[0], e_s=pol_s[0], e_p=pol_p[0], gap=gap,
        d0=d0, d=d0 + corr, w=-corr / (alpha * d0),
        share=np.sum((weight * product * u)[outside]) / corr,
        f0=2 / 3 * gap * d0**2, f=2 / 3 * gap * (d0 + corr)**2,
        drop=drop(d0 + corr, d0), drop_hf=drop(d0_hf + corr_hf, d0_hf),
        drop_exchange=drop(d0 + corr + exch, d0),
        drop_point=drop(d0 + point, d0))


def test_with_real_charges(ion):
    """Place small charges near the core and measure its response."""
    mol, eri, h, z = ion["mol"], ion["eri"], ion["h"], ion["z"]

    def repulsion(distance):
        with mol.with_rinv_origin((0.0, 0.0, distance)):
            return mol.intor("int1e_rinv")

    for distance in (1.0, 12.0):
        v = repulsion(distance)
        e_plus, dm_plus, _ = run_scf(mol, eri, h + CHARGE * v, ion["dm0"])
        e_minus, dm_minus, _ = run_scf(mol, eri, h - CHARGE * v, ion["dm0"])
        moment = -np.sum((dm_plus - dm_minus) * z) / (2 * CHARGE)
        predicted = -np.interp(distance, r, ion["u"])
        assert abs(moment / predicted - 1) < 4e-3
        print(f"Na+ moment, unit charge at {distance:4.1f} a0: "
              f"{moment:.5f} e a0; from U {predicted:.5f};"
              f" alpha/R^2 {ion['alpha'] / distance**2:.5f}")
    assert abs(moment * distance**2 / ion["alpha"] - 1) < 5e-3
    energy = (e_plus + e_minus - 2 * ion["e0"]) / (2 * CHARGE**2)
    point_energy = -ion["alpha"] / (2 * distance**4)
    # higher multipoles add about one per cent at this distance
    assert abs(energy / point_energy - 1) < 0.03
    print(f"Na+ energy, unit charge at 12 a0: {energy:.4e} Eh;"
          f" -alpha/(2R^4) {point_energy:.4e}")

    distance = 4.0
    v = repulsion(distance)
    mixed = 0.0
    for a in (1, -1):
        for b in (1, -1):
            e = run_scf(mol, eri, h + a * CHARGE * v + b * FIELD * z,
                        ion["dm0"])[0]
            mixed += a * b * e / (4 * CHARGE * FIELD)
    assert abs(mixed / (-ion["alpha"] / distance**2) - 1) < 0.02
    print(f"Na+ mixed charge-field energy at 4 a0: {mixed:.5f} a.u.;"
          f" -alpha/R^2 {-ion['alpha'] / distance**2:.5f}")


atoms = {symbol: analyse(symbol) for symbol in BASIS_SIZE}
test_with_real_charges(atoms["Na"])

print("alpha (a0^3), radius where chi=0.9 (a0), top core level (Eh)")
for name, a in atoms.items():
    print(f"{name:2s} {a['alpha']:8.4f} {a['r90']:7.3f} {a['core']:9.4f}")
print("Levels (Eh): HF ns, HF np, with V_pol ns, np, gap")
for name, a in atoms.items():
    print(f"{name:2s} {a['hf_s']:9.5f} {a['hf_p']:9.5f} {a['e_s']:9.5f}"
          f" {a['e_p']:9.5f} {a['gap']:8.5f}")
print("D0, D (a0); w (a0^-3); share of correction beyond chi=0.9 radius")
for name, a in atoms.items():
    print(f"{name:2s} {a['d0']:8.4f} {a['d']:8.4f} {a['w']:9.6f}"
          f" {a['share']:7.3f}")
print("Oscillator strength bare, corrected; (gap/core level)^2")
for name, a in atoms.items():
    print(f"{name:2s} {a['f0']:7.4f} {a['f']:7.4f}"
          f" {(a['gap'] / a['core'])**2:8.5f}")
print("Strength drop (%): damped; HF orbitals; with exchange; undamped")
for name, a in atoms.items():
    print(f"{name:2s} {a['drop']:7.3f} {a['drop_hf']:7.3f}"
          f" {a['drop_exchange']:7.3f} {a['drop_point']:8.3f}")
li, cs = atoms["Li"], atoms["Cs"]
print(f"Cs/Li ratios: alpha {cs['alpha'] / li['alpha']:.2f},"
      f" w {cs['w'] / li['w']:.3f}, drop {cs['drop'] / li['drop']:.2f}")

for key in ("alpha", "drop", "drop_hf", "drop_exchange"):
    values = np.array([a[key] for a in atoms.values()])
    assert np.all(np.diff(values) > 0), key
assert all(a["drop"] > 0 and a["drop_hf"] > 0 for a in atoms.values())

print("every check passed")
```

Running it gives:

```
Na+ moment, unit charge at  1.0 a0: 0.33529 e a0; from U 0.33529; alpha/R^2 0.94563
Na+ moment, unit charge at 12.0 a0: 0.00657 e a0; from U 0.00657; alpha/R^2 0.00657
Na+ energy, unit charge at 12 a0: -2.2935e-05 Eh; -alpha/(2R^4) -2.2802e-05
Na+ mixed charge-field energy at 4 a0: -0.05907 a.u.; -alpha/R^2 -0.05910
alpha (a0^3), radius where chi=0.9 (a0), top core level (Eh)
Li   0.1895   1.441   -2.7923
Na   0.9456   2.017   -1.7968
K    5.4577   2.777   -1.1701
Rb   8.7344   3.159   -1.0105
Cs  15.7992   3.614   -0.8605
Levels (Eh): HF ns, HF np, with V_pol ns, np, gap
Li  -0.19630  -0.12864  -0.19890  -0.13057  0.06833
Na  -0.18181  -0.10943  -0.18733  -0.11134  0.07598
K   -0.14699  -0.09554  -0.15797  -0.09998  0.05798
Rb  -0.13937  -0.09024  -0.15152  -0.09494  0.05658
Cs  -0.12766  -0.08430  -0.14172  -0.08994  0.05178
D0, D (a0); w (a0^-3); share of correction beyond chi=0.9 radius
Li   4.0646   4.0473  0.022452   0.932
Na   4.4157   4.3590  0.013575   0.877
K    5.2906   5.0778  0.007370   0.863
Rb   5.5295   5.2473  0.005842   0.861
Cs   5.9498   5.5312  0.004453   0.855
Oscillator strength bare, corrected; (gap/core level)^2
Li  0.7526  0.7462  0.00060
Na  0.9877  0.9625  0.00179
K   1.0820  0.9967  0.00246
Rb  1.1532  1.0385  0.00313
Cs  1.2220  1.0561  0.00362
Strength drop (%): damped; HF orbitals; with exchange; undamped
Li   0.849   0.813   0.858    0.661
Na   2.551   2.397   2.471    2.929
K    7.882   6.864   7.558   10.450
Rb   9.946   8.603   9.474   14.207
Cs  13.576  11.440  12.907   18.758
Cs/Li ratios: alpha 83.38, w 0.198, drop 15.99
every check passed
```
